# Open-circuit self-bias of an ideal Schottky diode under sinusoidal voltage

## The form of the answer

A sinusoidal source of peak amplitude \(V_a\) and angular frequency \(\omega\) is connected in series with a large capacitor and a Schottky diode on n-type semiconductor. The capacitor passes the alternating current but no steady current, so the circuit is closed for ac and open for dc. The diode may then develop a constant voltage \(V_{dc}\) besides the alternating one. Let \(V\) be the potential of the metal relative to the semiconductor, so that forward bias is positive.

The ideal diode law, derived below, is
\[
I(V)=I_s\left(e^{V/V_T}-1\right),\qquad V_T=\frac{kT}{q}, \tag{1}
\]
where \(q>0\) is the elementary charge and \(I_s\) the saturation current. The law contains one voltage, \(V_T\), and one current, \(I_s\). The condition that fixes \(V_{dc}\) is a vanishing mean current, and multiplying a current by a constant does not move its zero. Hence \(I_s\) cannot appear in the answer. Conduction that follows the voltage instantly has no time scale, so \(\omega\) cannot appear either. Two voltages remain, and dimensional analysis gives
\[
V_{dc}=-V_T\,F(x),\qquad x=\frac{V_a}{V_T}. \tag{2}
\]

Symmetry restricts \(F\) further. Reversing the sign of \(V_a\) shifts the sine wave by half a period, which changes no time average, so \(F(-x)=F(x)\). If \(F\) is smooth, its expansion contains only even powers, and no constant term, since there is no bias without a drive. The lowest power allowed is \(x^2\). A conductor with \(I(-V)=-I(V)\) would have zero mean current at \(V_{dc}=0\). The self-bias therefore comes from the asymmetry of the diode. The task is to find \(F\).

## The diode law from thermionic emission

Let \(\phi_B\) be the barrier energy measured from the Fermi level of the metal, and \(\phi_n\) the energy of the bulk conduction-band edge above the Fermi level of the semiconductor. An electron coming from the bulk must climb
\[
\phi_B-\phi_n-qV, \tag{3}
\]
because forward bias raises the semiconductor bands relative to the metal. This height is taken to be positive. Three further assumptions enter: the barrier is fixed and uniform, Boltzmann statistics hold, and the electrons that reach the barrier top have the bulk distribution.

Take \(x\) along the normal, towards the metal, and consider a conduction-band valley with masses \(m_x,m_y,m_z\) along the axes. Phase space holds \(2/h^3\) states per unit volume, spin included. Electrons moving into the metal carry conventional current from metal to semiconductor, which is the forward direction. Their current density is
\[
J_{\rightarrow}=\sum_{\rm valleys}\frac{2q}{h^3}\int_{p_0}^{\infty}\!dp_x\,\frac{p_x}{m_x}\int\! dp_y\,dp_z\;
e^{-\left(\phi_n+\frac{p_x^2}{2m_x}+\frac{p_y^2}{2m_y}+\frac{p_z^2}{2m_z}\right)/kT}, \tag{4}
\]
where \(p_0^2/2m_x\) equals the height (3). The integrand in \(p_x\) is a total derivative:
\[
\int_{p_0}^{\infty}\frac{p_x}{m_x}e^{-p_x^2/2m_xkT}dp_x=kT\,e^{-p_0^2/2m_xkT}
=kT\,e^{-(\phi_B-\phi_n-qV)/kT}. \tag{5}
\]
The transverse integrals are Gaussian and give \(\sqrt{2\pi m_ykT}\,\sqrt{2\pi m_zkT}=2\pi kT\sqrt{m_ym_z}\). In the product the two factors containing \(\phi_n\) cancel, leaving
\[
J_{\rightarrow}=A^*T^2e^{-(\phi_B-qV)/kT},\qquad
A^*=\frac{4\pi qk^2}{h^3}\sum_{\rm valleys}\sqrt{m_ym_z}. \tag{6}
\]

Electrons leaving the metal face the barrier \(\phi_B\) whatever the bias, so their flux does not depend on \(V\). At \(V=0\) the contact is in equilibrium and the two fluxes balance. The reverse flux is therefore (6) at \(V=0\). Subtracting it and multiplying by the contact area \(S\) gives (1), with
\[
I_s=S\,A^*T^2e^{-\phi_B/kT}. \tag{7}
\]

## The condition of no direct current

Let \(Q\) be the charge on the blocking capacitor \(C_b\), and \(Q_j(V)\) the charge stored in the depletion layer. The same current flows through both elements:
\[
\frac{dQ}{dt}=I(V)+\frac{dQ_j(V)}{dt}. \tag{8}
\]
In the periodic steady state \(Q\) and \(Q_j\) return to their values after each period. The time average of each derivative is then zero, and
\[
\langle I(V)\rangle=0. \tag{9}
\]
The junction capacitance may depend on voltage without spoiling this step, since \(Q_j\) is still a function of \(V\) alone.

If \(C_b\) is large enough, its voltage hardly changes within a period. The diode voltage is then
\[
V(t)=V_{dc}+V_a\cos\theta,\qquad\theta=\omega t. \tag{10}
\]
Two conditions are hidden here. The capacitor must be much larger than the junction capacitance, or the two divide the alternating voltage. The charge conducted within one period must also change the capacitor voltage little.

## The average and the self-bias

Inserting (10) into (1) and averaging requires the mean of \(e^{x\cos\theta}\). Expand the exponential:
\[
\left\langle e^{x\cos\theta}\right\rangle=\sum_{n=0}^{\infty}\frac{x^n}{n!}\langle\cos^n\theta\rangle. \tag{11}
\]
Odd powers average to zero because \(\cos(\theta+\pi)=-\cos\theta\). For even powers write \(\cos^{2k}\theta=2^{-2k}(e^{i\theta}+e^{-i\theta})^{2k}\). Only the term with equally many factors of each kind survives the average, and there are \((2k)!/(k!)^2\) ways to choose it. Thus
\[
\left\langle e^{x\cos\theta}\right\rangle
=\sum_{k=0}^{\infty}\frac{x^{2k}}{(2k)!}\,\frac{(2k)!}{2^{2k}(k!)^2}
=\sum_{k=0}^{\infty}\frac{(x/2)^{2k}}{(k!)^2}=I_0(x). \tag{12}
\]
This series defines the modified Bessel function of order zero. The subscripts 0 and 1 mark Bessel functions; \(I\) and \(I_s\) are currents. The mean current becomes
\[
\langle I\rangle=I_s\left[e^{V_{dc}/V_T}I_0(x)-1\right]. \tag{13}
\]
As \(V_{dc}\) runs from \(-\infty\) to \(+\infty\), this rises steadily from \(-I_s\) without limit, so it has one zero. Setting the bracket to zero and taking the logarithm gives
\[
\boxed{V_{dc}=-V_T\ln I_0\!\left(\frac{V_a}{V_T}\right)} \tag{14}
\]
and \(F=\ln I_0\) in (2). Every term of (12) is non-negative and the first is 1, so \(I_0\ge1\) and \(V_{dc}\le0\). The metal becomes negative. Without this bias the forward half-cycles would carry more charge than the reverse ones return. The surplus charges the capacitor until the diode sits far enough in reverse for the two to balance. A voltmeter connected with the opposite polarity reads the same magnitude with a plus sign.

The sine wave entered only through (12). For a square wave between \(+V_a\) and \(-V_a\), with equal times at each level, the average is \((e^x+e^{-x})/2=\cosh x\), and \(V_{dc}=-V_T\ln\cosh x\). The bias thus depends on the waveform as well as on the peak value.

## Weak and strong drive

For \(x\ll1\), (12) gives \(I_0=1+x^2/4+x^4/64+\dots\). With \(\ln(1+u)=u-u^2/2+\dots\), the fourth-order terms are \(x^4/64-x^4/32=-x^4/64\), so that
\[
V_{dc}=-\frac{V_a^2}{4V_T}+\frac{V_T}{64}\left(\frac{V_a}{V_T}\right)^4-\dots \tag{15}
\]
This is the square-law regime, in which the bias is proportional to the ac power available at a fixed resistance. The relative correction is \(x^2/16\) to leading order.

For \(x\gg1\), the average is dominated by times near the forward crest. There \(\cos\theta\approx1-\theta^2/2+\theta^4/24\), and
\[
I_0(x)\approx\frac{e^x}{2\pi}\int_{-\infty}^{\infty}e^{-x\theta^2/2}\left(1+\frac{x\theta^4}{24}\right)d\theta
=\frac{e^x}{\sqrt{2\pi x}}\left(1+\frac1{8x}\right). \tag{16}
\]
The Gaussian has variance \(1/x\), so its mean \(\theta^4\) is \(3/x^2\), which produces the last term. Taking the logarithm,
\[
V_{dc}\approx-V_a+\frac{V_T}{2}\ln\frac{2\pi V_a}{V_T}-\frac{V_T^2}{8V_a}. \tag{17}
\]
The bias nearly follows the amplitude, as in a peak detector. The forward peak \(V_a+V_{dc}\) grows only logarithmically. Conduction is concentrated in pulses whose angular standard deviation is about \(1/\sqrt x\), with a full width at half maximum a little over twice that, and the charge they deliver is returned by a reverse current close to \(I_s\) during most of the period.

Temperature acts through \(V_T\). Differentiating (12) gives \(I_0'(x)=\langle\cos\theta\,e^{x\cos\theta}\rangle=I_1(x)\), the function of order one. At fixed amplitude,
\[
\frac{d|V_{dc}|}{dV_T}=\ln I_0(x)-x\frac{I_1(x)}{I_0(x)}\le0. \tag{18}
\]
The sign follows from convexity. The second derivative of \(\ln I_0\) is the variance of \(\cos\theta\) with weight \(e^{x\cos\theta}\), which is not negative. A convex function that vanishes at \(x=0\) does not exceed \(x\) times its slope. Heating therefore reduces the self-bias in this model.

## Source resistance, settling and heat

The derivative of (13) at the self-bias is simple, because there \(e^{V_{dc}/V_T}I_0=1\):
\[
\frac{d\langle I\rangle}{dV_{dc}}=\frac{I_s}{V_T}\equiv\frac1{R_0}. \tag{19}
\]
Seen from its dc terminals, the driven diode has the internal resistance \(R_0=V_T/I_s\), whatever the amplitude. This equals its resistance at zero bias without drive. The saturation current, absent from (14), thus decides how well the voltage can be measured. A meter of resistance \(R_L\) across the diode changes the condition to \(\langle I\rangle+V/R_L=0\), where \(V\) is now the loaded dc voltage. If \(\delta\) is its departure from (14), then (13) becomes \(\langle I\rangle=I_s(e^{\delta/V_T}-1)\), and
\[
\delta=V_T\ln\left(1+\frac{|V|}{I_sR_L}\right). \tag{20}
\]

The same expression governs settling. The source has zero mean, so the mean capacitor voltage is minus the mean diode voltage, \(-(V_{dc}+\delta)\), with \(V_{dc}\) from (14). The capacitor is charged by the mean diode current, hence \(C_b\,d\delta/dt=-I_s(e^{\delta/V_T}-1)\). Define \(u=1-e^{-\delta/V_T}\). Then
\[
\frac{du}{dt}=\frac{e^{-\delta/V_T}}{V_T}\frac{d\delta}{dt}
=-\frac{I_s}{C_bV_T}\left(1-e^{-\delta/V_T}\right)=-\frac{u}{\tau},\qquad\tau=R_0C_b. \tag{21}
\]
Averaging in this way assumes that \(\delta\) changes little within one period, but for the exponential law the result holds more widely. Let \(v_C\) be the capacitor voltage and \(v_s\) the source voltage, and neglect the junction capacitance. Then \(C_b\,dv_C/dt=I(v_s-v_C)\), and \(y=e^{v_C/V_T}\) obeys the linear equation \(dy/dt=(e^{v_s/V_T}-y)/\tau\). Sampled once per period, \(y\) approaches its steady value exponentially with time constant \(\tau\). Equation (21) therefore describes the settling even when a strong drive is applied to an uncharged capacitor, provided the period is much shorter than \(\tau\) and \(\delta\) is read from the capacitor voltage once per period. During the first periods \(\delta\) changes much within a period, and its period mean can depart from (21) by several millivolts or more.

Zero mean current does not mean zero power. With (9), the constant part of \(V\) contributes nothing to \(\langle VI\rangle\), and
\[
P=V_a\langle I\cos\theta\rangle=V_aI_se^{V_{dc}/V_T}I_1(x)=I_sV_a\frac{I_1(x)}{I_0(x)}. \tag{22}
\]
The junction charge adds no mean power, since \(V\,dQ_j/dt\) is also the derivative of a function of \(V\). For weak drive \(I_1/I_0\approx x/2\), and \(P\approx V_a^2/2R_0\), the heating of an ordinary resistor. For strong drive \(P\approx I_sV_a\): the leakage \(I_s\) flows back at a mean voltage near \(-V_a\), while the forward pulses pass at a small voltage. This power is supplied by the ac source and becomes heat.

## A silicide contact on silicon

Take a contact on (100) n-silicon at 300 K with a barrier of 0.60 eV, doping \(10^{16}\ \mathrm{cm^{-3}}\) and area \(10^{-4}\ \mathrm{cm^2}\). The source has \(V_a=0.2\) V at 1 MHz, and \(C_b=1\) nF. The electron masses are roughly \(0.92\,m_0\) along a valley axis and \(0.19\,m_0\) across it. Two valleys have their long axis along the normal and four have it in the plane, so
\[
\sum\sqrt{m_ym_z}=\left(2\times0.19+4\sqrt{0.92\times0.19}\right)m_0=2.05\,m_0,
\]
which gives \(A^*=246.6\ \mathrm{A/(cm^2K^2)}\). With \(V_T=25.852\) mV, (7) yields
\[
I_s=10^{-4}\times246.6\times300^2\times e^{-0.60/0.025852}\ \mathrm A=184.8\ \mathrm{nA}.
\]

The drive parameter is \(x=200/25.852=7.736\), for which \(I_0=334.2\) and \(\ln I_0=5.812\). Hence
\[
V_{dc}=-25.852\times5.812\ \mathrm{mV}=-150.2\ \mathrm{mV}=-0.150\ \mathrm V.
\]
The diode swings between \(+49.8\) and \(-350.2\) mV. The first two terms of (17) give \(-149.8\) mV, and the third adds \(-0.4\) mV. The weak-drive formula fails here. At \(V_a=10\) mV its leading term gives \(-0.967\) mV against \(-0.958\) mV from (14), but at 50 mV it gives \(-24.2\) mV against \(-20.1\) mV, an excess of 20% relative to (14).

For the ideal law the internal resistance is \(25.852\ \mathrm{mV}/184.8\ \mathrm{nA}=139.9\ \mathrm{k\Omega}\), and \(\tau=139.9\ \mathrm{\mu s}\), about 140 periods. A purely resistive 10 MΩ meter shifts the reading by 2.0 mV towards zero, in agreement with (20). Input capacitance across the diode matters more: 100 pF would divide the alternating voltage with \(C_b\) and move the bias to about \(-133\) mV. For the power, differentiating the logarithm of (16) gives \(I_1/I_0\approx1-1/(2x)-1/(8x^2)=0.933\), and \(P=184.8\ \mathrm{nA}\times0.2\ \mathrm V\times0.933=34.5\) nW.

Equation (8) was also integrated in time for this circuit, with a voltage-dependent junction capacitance and an initially uncharged \(C_b\). After 1500 periods the mean diode voltage was \(-149.48\) mV. The alternating amplitude at the diode was 199.21 mV, because the junction capacitance, 4.94 pF at the forward peak, draws an alternating current that drops a small part of the source voltage across \(C_b\). Since \(dV_{dc}/dV_a=-I_1/I_0\), the missing 0.79 mV accounts for \(0.79\times0.933=0.74\) mV of the 0.77 mV difference from (14). The decay between periods 300 and 500 gave \(\tau=140.5\ \mathrm{\mu s}\).

At 350 K, with amplitude and barrier held fixed, the bias is \(-144.4\) mV, smaller in magnitude as (18) requires. The internal resistance falls much further, to 4.35 kΩ, because \(I_s\) contains the Boltzmann factor of the barrier.

## What a real contact changes

Of the idealizations estimated here, the one that affects the bias most in this example is a current prefactor independent of voltage. Suppose instead that \(I=I_s\,g(V)(e^{V/V_T}-1)\), where \(g\) falls steadily as \(V\) rises, and so is larger in reverse than in forward bias. At the bias (14),
\[
\langle I\rangle=I_s\left\langle[g(V)-g(0)]\left(e^{V/V_T}-1\right)\right\rangle<0, \tag{23}
\]
because the subtracted term averages to zero and the two factors have opposite signs at every nonzero \(V\). Provided \(\langle I\rangle\) still rises with bias, the zero moves to a less negative voltage. A constant \(g\) changes nothing.

Three effects of this kind grow with the field in the depletion layer. Solving \(\langle I\rangle=0\) again for each gives shifts of 2.2 mV for image-force lowering of the barrier, 1.7 mV for tunnelling near its top, and 0.5 mV for the finite rate at which diffusion and drift supply electrons. The last figure is only an order of magnitude. It uses the low-field mobility, although mobility times field exceeds the saturation velocity and the mean free path, roughly 40 nm, is longer than the 6 nm over which the band drops by \(kT\); other treatments give between about 0.1 and 0.7 mV. Together they give 4.5 mV, or 3% of \(|V_{dc}|\). This estimate is probably too high: tunnelling was treated semiclassically through a sharp barrier with the light mass, although the image force rounds the barrier top. For the rounded barrier the tunnelling contribution depends on the treatment. It is about 0.4 mV with a semiclassical transmission that includes reflection above the top, about 0.85 mV without that reflection, and 0.6 to 0.9 mV from the wave equation, depending on where the image potential is cut off near the metal. The total then lies between about 3 and 4 mV, or 2 to 2.5%.

The parameters are rough but typical: 0.60 eV is near the barrier of titanium silicide on n-silicon. Measured Richardson constants for n-silicon are lower than the ideal value, roughly \(110\ \mathrm{A/(cm^2K^2)}\). That would raise \(R_0\) about 2.2 times and leave (14) unchanged. The barrier matters far more for measurement. At 0.85 eV, roughly that of platinum silicide, \(R_0\) would be larger by \(e^{0.25/0.025852}\approx1.6\times10^4\), about 2 GΩ, and by (20) a 10 MΩ meter would read only about 19 mV in magnitude. Real contacts also leak at their edges and through patches of low barrier; those contributions depend on the device and are not included in these estimates.

The other idealizations are mild here. A series resistance of 50 Ω drops less than 0.4 mV, estimated by adding the peak conduction and capacitive currents. The largest field, 0.048 MV/cm, is well below silicon's breakdown field of roughly 0.3 MV/cm. The ratio of doping to the effective density of states is \(3.6\times10^{-4}\), so Boltzmann statistics are adequate. The transit time estimated from the depletion width and emission velocity is 6 ps, against a period of 1 μs, which supports instantaneous conduction. Equation (14) fails when these margins disappear: at heavy doping, when tunnelling dominates; at large amplitude, when the reverse peak reaches breakdown; and at high frequency, when the capacitive current through the series resistance takes a substantial part of the applied voltage. The remaining values are in the numerical output.

## Calculated quantities

```
temperature: 300 K
barrier (rough): 0.6 eV
doping: 1e+16 cm^-3
area: 0.0001 cm^2
amplitude V_a: 0.2 V
frequency: 1 MHz
blocking capacitor: 1 nF
longitudinal mass (rough): 0.92 m0
transverse mass (rough): 0.19 m0
relative permittivity (rough): 11.7
mobility (rough): 1200 cm^2/Vs
thermal voltage V_T: 25.852 mV
Richardson constant A*: 246.6 A/(cm^2 K^2)
saturation current I_s: 184.8 nA
x = V_a/V_T: 7.7363
I0(x): 334.23
ln I0(x): 5.8118
self-bias V_dc: -150.25 mV
forward peak voltage: 49.75 mV
reverse peak voltage: -350.25 mV
large-x estimate of V_dc: -149.80 mV
dc source resistance V_T/I_s: 139.9 kohm
settling time tau: 139.9 us
settling time, simulated circuit: 140.5 us
V_dc, simulated circuit: -149.48 mV
diode amplitude, simulated circuit: 199.21 mV
absorbed power: 34.48 nW
V_a = 10 mV: V_dc = -0.958 mV, -V_a^2/(4V_T) = -0.967 mV
V_a = 50 mV: V_dc = -20.122 mV, -V_a^2/(4V_T) = -24.176 mV
V_a = 100 mV: V_dc = -59.756 mV, -V_a^2/(4V_T) = -96.704 mV
V_a = 300 mV: V_dc = -244.849 mV, -V_a^2/(4V_T) = -870.339 mV
V_dc at 350 K: -144.38 mV
source resistance at 350 K: 4.35 kohm
built-in voltage: 0.416 V
shift of V_dc, image force: 2.16 mV
shift of V_dc, tunnelling: 1.67 mV
shift of V_dc, diffusion limit: 0.50 mV
shift of V_dc, all three: 4.46 mV
all three relative to |V_dc|: 3.0 %
tunnelling energy E00: 1.25 meV
meter resistance: 10 Mohm
shift of V_dc, meter load: 1.99 mV
series resistance: 50 ohm
series voltage drop, upper estimate: 0.364 mV
junction capacitance at forward peak: 4.94 pF
peak field in reverse: 0.0479 MV/cm
degeneracy measure N/Nc: 3.64e-04
depletion width at reverse peak: 309 nm
transit time, width/emission velocity: 6.1 ps
```
